# Electron density that screens a head-to-head ferroelectric wall

## Problem

A flat wall separates two ferroelectric domains whose spontaneous polarisations both point at the wall, along its normal. Each has magnitude $P=0.26\ \mathrm{C/m^2}$, that is, $26\ \mathrm{uC/cm^2}$, roughly the value for tetragonal barium titanate at room temperature.

1. Find the bound charge of the wall and the sheet density $N$ of electrons that leaves both domains free of field. Give $N$ per $\mathrm{cm^2}$.
2. Estimate the field in the domains if there were no electrons. Can the polarisation survive it?
3. How does $N$ change if the wall is tilted, or if it is a 90° head-to-head wall?
4. In an undoped crystal, head-to-head and tail-to-tail walls alternate at a spacing $L$. The electrons are taken from the valence band across a gap $E_g$, and the holes gather at the tail-to-tail walls. How far does $N$ fall short of full compensation for $L=1000$ nm?
5. Estimate the Fermi energy and the thickness of the electron layer.
6. Which conditions would a real wall have to meet for the answer to part 1 to apply?

Use these rough values: relative permittivity along the polar axis $\varepsilon=100$, of which $\varepsilon_b=7$ is background; $E_g=3.2$ eV; density-of-states mass $m=3$ electron masses for electrons and holes alike; temperature 300 K.

## Solution

The algebra is in atomic units, $e=\hbar=m_e=1$, where the vacuum permittivity is $1/4\pi$. The axis $x$ is normal to the wall and runs from left to right. $N$ and $n$ count electrons, so their charge densities are $-N$ and $-n$.

### 1. Full compensation

The polarisation component $P_x$ is $+P$ far to the left and $-P$ far to the right. The bound charge density is $\rho_b=-dP_x/dx$, so the charge per area is

$$
\sigma_b=-\int\frac{dP_x}{dx}\,dx=P_x(\text{left})-P_x(\text{right})=P-(-P)=2P .
$$

It is positive, and the shape of the wall profile has dropped out. Electrons have the right sign to screen it.

The displacement $D=E/4\pi+P_x$ has the free charge as its source, $dD/dx=-n$. Integrating across the wall gives

$$
D(\text{right})-D(\text{left})=-N ,\qquad N=D(\text{left})-D(\text{right}).
$$

If $E=0$ in both domains, $D$ equals $P_x$ there, and

$$
N=2P .
$$

In ordinary units this is $N=2P/e$:

$$
N=\frac{2\times0.26\ \mathrm{C/m^2}}{1.602\times10^{-19}\ \mathrm{C}}
=3.25\times10^{18}\ \mathrm{m^{-2}}=3.25\times10^{14}\ \mathrm{cm^{-2}} .
$$

To two figures the density is $3.2\times10^{14}$ per square centimetre. On a cell face of edge 0.40 nm this is 0.52 electron, about one for every two cells.

The same number follows without the divergence of $P$. Take a stack of 80 cells, each holding a pair of oppositely charged sheets, with dipole moments that reverse smoothly over about 1 nm. Summing the Coulomb fields of all sheets and asking how many electrons near the wall cancel the mean field in a distant cell again gives $3.2456\times10^{14}\ \mathrm{cm^{-2}}$.

### 2. The wall without electrons

Let the domains respond linearly. A field $E$ pointing away from the wall opposes the polarisation on both sides, and

$$
D(\text{right})=\frac{\varepsilon E}{4\pi}-P,\qquad
D(\text{left})=-\frac{\varepsilon E}{4\pi}+P .
$$

Subtracting,

$$
N=2P-\frac{2\varepsilon E}{4\pi},\qquad E=\frac{2\pi(2P-N)}{\varepsilon}. \tag{A}
$$

For $N=0$ the field is $4\pi P/\varepsilon$, which is 2.94 MV/cm here.

Compare this with the largest opposing field that a simple Landau model allows. Let $p$ be the local polarisation towards the wall. The opposing field that holds it at $p$ is

$$
E(p)=\alpha p\left(1-\frac{p^2}{P^2}\right). \tag{B}
$$

Near $p=P$ this becomes $E\approx2\alpha(P-p)$. The linear response must also obey $P-p=(\varepsilon-\varepsilon_b)E/4\pi$, so $\alpha=2\pi/(\varepsilon-\varepsilon_b)$. The maximum of (B) lies where $1-3p^2/P^2=0$, at $p=P/\sqrt3$, and equals $2\alpha P/(3\sqrt3)$, or 0.608 MV/cm.

The linear estimate is almost five times this limit. The linear formula therefore fails at $N=0$, and within this model the two domains cannot keep nearly their full polarisation without screening.

### 3. Other orientations

For a wall with unit normal $\hat{\mathbf n}$ pointing from left to right, only the normal components enter Gauss's law:

$$
N=(\mathbf P_{\rm left}-\mathbf P_{\rm right})\cdot\hat{\mathbf n}.
$$

Tilt the 180° wall so that its normal makes an angle $\theta$ with the polar axis. Then $\mathbf P_{\rm left}-\mathbf P_{\rm right}=2P\hat{\mathbf x}$ and $N=2P\cos\theta$. A tilt of 30° gives $2.81\times10^{14}\ \mathrm{cm^{-2}}$. At 90° the polarisation lies in the wall plane and $N=0$: this is the neutral 180° wall.

For a 90° head-to-head wall take $\mathbf P_{\rm left}=P\hat{\mathbf x}$, $\mathbf P_{\rm right}=-P\hat{\mathbf y}$ and $\hat{\mathbf n}=(\hat{\mathbf x}+\hat{\mathbf y})/\sqrt2$. Each side contributes $P/\sqrt2$, so $N=\sqrt2P$, or $2.29\times10^{14}\ \mathrm{cm^{-2}}$.

### 4. The cost of crossing the gap

Return to untilted walls. One period of the stack contains one wall of each kind and two domains, so its length is $2L$. Moving $N$ electrons per area across the gap costs $NE_g$, while the remaining field stores $\varepsilon E^2/8\pi$ per volume. Leaving out the energy of the thin layers themselves,

$$
W=2L\,\frac{\varepsilon E^2}{8\pi}+NE_g=\frac{L\varepsilon E^2}{4\pi}+NE_g .
$$

From (A), $dE/dN=-2\pi/\varepsilon$. Hence

$$
\frac{dW}{dN}=\frac{L\varepsilon E}{2\pi}\left(-\frac{2\pi}{\varepsilon}\right)+E_g=-LE+E_g=0
\quad\Rightarrow\quad E=\frac{E_g}{L}.
$$

The second derivative, $2\pi L/\varepsilon$, is positive, so this is a minimum. Charge transfer stops when the potential drop across a domain has fallen to the gap. Putting this field into (A),

$$
N=2P-\frac{\varepsilon E_g}{2\pi L}. \tag{C}
$$

For $L=1000$ nm the field is $3.2\ \mathrm{V}/1000\ \mathrm{nm}=0.032$ MV/cm. The missing fraction, in ordinary units, is

$$
\frac{2\varepsilon\varepsilon_0E}{2P}=
\frac{100\times8.85\times10^{-12}\times3.2\times10^{6}}{0.26}=1.09\,\% .
$$

Full compensation is the limit of large $L$. In the other direction, (C) needs $E_g/L$ to stay well below the Landau limit of 0.608 MV/cm, hence $L$ well above about 50 nm in this model. A crystal with a lower limit needs a correspondingly larger spacing.

Formula (C) can be compared with a fuller model, in which (B) and Gauss's law are solved together with a Fermi gas of electrons. The gap and the spacing are prescribed, the Fermi level lies at midgap halfway between walls, and $N$ is counted from the resulting electron density. With mass 3 and 300 K held fixed:

- $L=500$ nm: 2.18 % missing; (C) gives 2.18 %.
- $L=1000$ nm: 1.05 % missing; (C) gives 1.09 %.
- $L=2000$ nm: 0.51 % missing; (C) gives 0.54 %.

The agreement at 500 nm is closer than (C) deserves, as the other two rows show. At $L=1000$ nm the fuller model gives $N=3.21\times10^{14}\ \mathrm{cm^{-2}}$ and a field of 0.030 MV/cm at the middle of the domain. Replacing the 300 K electrons by cold ones raises the missing part from 1.05 % to 1.12 %. Changing the mass to 1 or 6 at 300 K gives 1.08 % or 1.03 %.

### 5. The electron layer

On the right of the wall $P_x=-p$, and Gauss's law with the background permittivity reads

$$
\frac{d}{dx}\left(p-\frac{\varepsilon_bE}{4\pi}\right)=n .
$$

Multiply by $E=-d\phi/dx$, where $\phi$ is the electric potential. Treat the electrons locally as a Fermi gas of pressure $\Pi$. A higher potential lowers the electron energy, so $d\Pi/d\phi=n$, and the right side becomes $-n\,d\phi/dx=-d\Pi/dx$. Therefore

$$
\frac{d}{dx}\left[\Pi+\int_0^{p}E(p')\,dp'-\frac{\varepsilon_bE^2}{8\pi}\right]=0 .
$$

At the wall centre $p=0$ and $E=0$, which leaves the central pressure $\Pi_0$. Far away, for large $L$ and cold electrons, $\Pi=0$, $E=0$ and $p=P$. Equating the two values,

$$
\Pi_0=\int_0^P\alpha p\left(1-\frac{p^2}{P^2}\right)dp
=\alpha\left(\frac{P^2}{2}-\frac{P^2}{4}\right)=\frac{\alpha P^2}{4}.
$$

The electron pressure at the centre balances the Landau barrier, here 10.26 MPa. A cold gas has $n=(2mE_F)^{3/2}/3\pi^2$ and $\Pi=\tfrac25nE_F$, so

$$
E_F=\left[\frac{15\pi^2}{2(2m)^{3/2}}\,\frac{\alpha P^2}{4}\right]^{2/5}.
$$

The cold solution of the fuller model at $L=2000$ nm has a central pressure of 10.26 MPa, in agreement with this balance, and $E_F=0.136$ eV.

At 300 K and $L=1000$ nm the Fermi level at the centre is 0.123 eV above the band edge, nearly five times $kT=0.026$ eV, so the gas is degenerate there. The peak density is $1.08\times10^{21}\ \mathrm{cm^{-3}}$, and the equivalent thickness is

$$
\frac{N}{n_{\rm peak}}=\frac{3.21\times10^{14}\ \mathrm{cm^{-2}}}{1.08\times10^{21}\ \mathrm{cm^{-3}}}\approx3\ \mathrm{nm}.
$$

This is an estimate. A box of that width has a confinement energy of 0.014 eV, about a tenth of the Fermi level, but the model also leaves out the energy of polarisation gradients, strain, exchange and correlation, and these need not be small. A gradient coefficient of $5\times10^{-10}\ \mathrm{J\,m^3/C^2}$ would take up a large part of the barrier and widen the cold layer from about 2.7 nm to about 4 nm. Exchange screened only by $\varepsilon_b=7$ would give a negative pressure comparable to the 10 MPa of the Fermi gas, although it stays below 1 MPa if screened by $\varepsilon=100$. The Fermi energy and the thickness are therefore orders of magnitude only. For given $P$ and $\varepsilon$ in the domains, such omissions reshape the layer but alter $N$ only through the potential drop across the domains: by (A), an error of 0.1 V at $L=1000$ nm changes $N$ by 0.034 %.

### 6. Conditions in a real crystal

The polarisation, gap and permittivity used here are rough values in the regime of barium titanate; the single isotropic mass and the quartic Landau energy behind (B) are simplifications. The quartic form matters most for the layer: barium titanate has a first-order transition, and higher-order Landau energies fitted to it give a barrier and a largest opposing field roughly three to five times lower than (B) does. The electron layer is then more than twice as thick as estimated in part 5, and its Fermi level at 300 K lies only about $2kT$ above the band edge, so the gas is weakly degenerate at best, while $N=2P$ is unaffected. Such fitted energies also give a polar-axis permittivity between about 140 and 200, depending on the fit, rather than 100; by (C), a value of 200 would double the shortfall found in part 4, to about 2 % at $L=1000$ nm. Three conditions deserve attention.

**Ionic charge.** Negatively charged ions or defects at the wall replace electrons one charge for one. If they supply a fraction $f$ of the screening, the electron density is $(1-f)2P/e$; for $f=1/2$ it is halved. This can move the answer far more than the 1 % found in part 4. Nor does $N$ say how many electrons are mobile, since some may be trapped.

**Residual field.** The 0.030 MV/cm left in the domains is about 30 times a rough practical switching field of 0.001 MV/cm. The ideal undoped stack may therefore switch or move its walls unless they are pinned. By $E=E_g/L$, the residual field falls to that switching field at a spacing of about 32 um; in the fuller model at 300 K the thermal tails of the electron gas lower this to about 27 um.

**Source of the electrons.** For a triangular barrier of height $E_g$ in a field $E$, the tunnelling probability falls as $e^{-S}$ with $S=2\int_0^{E_g/E}\sqrt{2m(E_g-Ex)}\,dx=4\sqrt{2m}\,E_g^{3/2}/(3E)$. With mass 3 this exponent is about $2\times10^4$ in the residual field. The field is larger while the wall is filling, but even at the Landau limit of 0.608 MV/cm the exponent is still about $10^3$, and a lighter mass along the field, or a two-band barrier in place of the triangular one, would leave it of order a hundred or more. Tunnelling across the gap therefore cannot fill the wall, and the electrons need another source, such as light, injection or donors. Donors giving one electron each would need a density of $3.2\times10^{18}\ \mathrm{cm^{-3}}$ over a thickness of 1000 nm. If they stayed fixed in a layer around the wall, their positive charge would cancel that of the electrons, and the field outside the layer would again be that of a bare charge $2P$. The compensating positive charge has to reside at the tail-to-tail walls or at suitable electrodes.

The value $3.2\times10^{14}\ \mathrm{cm^{-2}}$ thus belongs to an untilted 180° wall, screened by electrons alone, between domains with negligible field. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
polarisation: 26.0 uC/cm2
polarisation, atomic units: 0.004544 e/bohr^2
bound sheet charge 2P: 52.0 uC/cm2
full compensation 2P/e: 3.2456e+14 cm^-2
same, atomic units: 0.009089 bohr^-2
same, from Coulomb sum over dipoles: 3.2456e+14 cm^-2
cell edge (rough): 0.40 nm
electrons per cell area: 0.519
180-degree wall tilted by 30 degrees: 2.811e+14 cm^-2
90-degree head-to-head wall: 2.295e+14 cm^-2
relative permittivity (rough): 100, background 7
gap (rough): 3.2 eV
density-of-states mass (rough): 3.0 electron masses
temperature: 300 K, kT = 0.0259 eV
wall spacing: 1000 nm
linear estimate of unscreened field: 2.94 MV/cm
Landau limit of opposing field: 0.608 MV/cm
L = 500 nm: model N = 3.1747e+14 cm^-2, missing 2.18 %
   deficit law: missing 2.18 %
L = 1000 nm: model N = 3.2116e+14 cm^-2, missing 1.05 %
   deficit law: missing 1.09 %
L = 2000 nm: model N = 3.2292e+14 cm^-2, missing 0.51 %
   deficit law: missing 0.54 %
cold electrons, L = 2000 nm: missing 0.553 %
deficit law, L = 2000 nm: 0.545 %
cold electron pressure at wall: 10.261 MPa
Landau barrier: 10.262 MPa
cold Fermi energy at wall: 0.136 eV
300 K Fermi level above band edge at wall: 0.123 eV
300 K peak electron density: 1.08e+21 cm^-3
equivalent layer width N/peak: 2.97 nm
confinement energy for that width: 0.0142 eV
cold electrons, L = 1000 nm: missing 1.12 %
mass 1, L = 1000 nm: missing 1.08 %
mass 6, L = 1000 nm: missing 1.03 %
change of N per 0.1 V of potential: 0.034 %
residual field in domain: 0.0303 MV/cm
rough practical switching field: 0.001 MV/cm
residual over switching field: 30
spacing for residual = switching field: 32 um
interband tunnelling exponent: 22349
donor density to supply full sheet: 3.25e+18 cm^-3
```
